\section*{PAW Pair Densities with Bessel Radial Integrals and Gaunt Coefficients}

\section{The matrix element needed for screening}

A charge placed in a crystal is screened because electrons make virtual transitions between Bloch states. In the random-phase approximation (RPA), a transition from band $n$ at $\mathbf k$ to band $m$ at $\mathbf k+\mathbf q$ enters the response through the Fourier components of the product $\psi_{n\mathbf k}^*\psi_{m,\mathbf k+\mathbf q}$. The same components enter the screened exchange of the $GW$ method. They are
\begin{equation}
\rho_{nm}(\mathbf K)=\int_\Omega \psi_{n\mathbf k}^*(\mathbf r)\,
e^{-i\mathbf K\cdot\mathbf r}\,\psi_{m,\mathbf k+\mathbf q}(\mathbf r)\,d\mathbf r,
\qquad \mathbf K=\mathbf q+\mathbf G,
\label{def}
\end{equation}
where $\Omega$ is the cell and also its volume, and $\mathbf G$ is a reciprocal-lattice vector. The states are normalised to one in the cell, so $\rho_{nm}$ is dimensionless. Hartree atomic units are used.

In the projector augmented-wave (PAW) method the computed object is a smooth function $\tilde\psi$, which differs from $\psi$ near the nuclei. The product of two smooth functions has the wrong Fourier components. The missing part comes from the atomic spheres and can be written with one-dimensional radial integrals.

The integrand in (\ref{def}) is cell periodic: a lattice translation $\mathbf T$ multiplies it by $e^{-i\mathbf k\cdot\mathbf T}e^{-i\mathbf q\cdot\mathbf T}e^{i(\mathbf k+\mathbf q)\cdot\mathbf T}=1$, because $e^{-i\mathbf G\cdot\mathbf T}=1$. Any cell gives the same integral. A sphere cut by the cell boundary can be reassembled from its periodic images, so each atom of the cell contributes one whole sphere.

\section{From the full product to one-centre terms}

Let atom $a$ sit at $\mathbf R_a$ with an augmentation sphere of radius $r_c$, and let the spheres not overlap. Each sphere carries true partial waves $\phi_i$ and smooth partial waves $\tilde\phi_i$, which coincide outside it. Projectors $\tilde p_i$, confined to the sphere, satisfy $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. The valence state is reconstructed as
\begin{equation}
\psi_n=\tilde\psi_n+\sum_a\Delta_n^a,\qquad
\Delta_n^a=\sum_{i\in a}(\phi_i-\tilde\phi_i)P_{ni},\qquad
P_{ni}=\langle\tilde p_i|\tilde\psi_n\rangle .
\label{paw}
\end{equation}
The band index stands for band and wave vector together: $n$ belongs to $\mathbf k$ and $m$ to $\mathbf k+\mathbf q$.

Write $E=e^{-i\mathbf K\cdot\mathbf r}$, and let a subscript $a$ on a bracket denote integration over sphere $a$. Since $\Delta^a$ vanishes outside its own sphere, products $\Delta^{a*}\Delta^{b}$ with $a\ne b$ are zero. Inserting (\ref{paw}) in (\ref{def}) gives
\begin{equation}
\rho_{nm}=\langle\tilde\psi_n|E|\tilde\psi_m\rangle
+\sum_a\Big[\langle\tilde\psi_n|E|\Delta_m^a\rangle_a
+\langle\Delta_n^a|E|\tilde\psi_m\rangle_a
+\langle\Delta_n^a|E|\Delta_m^a\rangle_a\Big].
\label{expanded}
\end{equation}
The first two terms in the bracket mix plane waves with atomic functions. To remove the mixing, define the one-centre expansions and the part of $\tilde\psi$ that they miss,
\begin{equation}
\tilde\psi_n^a=\sum_{i\in a}\tilde\phi_iP_{ni},\qquad
\psi_n^a=\tilde\psi_n^a+\Delta_n^a=\sum_{i\in a}\phi_iP_{ni},\qquad
\eta_n^a=\tilde\psi_n-\tilde\psi_n^a .
\label{onecentre}
\end{equation}
Replace $\tilde\psi$ by $\tilde\psi^a+\eta^a$ in the bracket of (\ref{expanded}). The terms without $\eta$ are
\begin{equation}
\langle\tilde\psi_n^a|E|\Delta_m^a\rangle_a
+\langle\Delta_n^a|E|\tilde\psi_m^a\rangle_a
+\langle\Delta_n^a|E|\Delta_m^a\rangle_a
=\langle\psi_n^a|E|\psi_m^a\rangle_a
-\langle\tilde\psi_n^a|E|\tilde\psi_m^a\rangle_a ,
\end{equation}
as follows from multiplying out $\psi^a=\tilde\psi^a+\Delta^a$ on the right. Therefore
\begin{equation}
\rho_{nm}=\langle\tilde\psi_n|E|\tilde\psi_m\rangle
+\sum_a\Big[\langle\psi_n^a|E|\psi_m^a\rangle_a
-\langle\tilde\psi_n^a|E|\tilde\psi_m^a\rangle_a\Big]+\mathcal R_{nm},
\label{balance}
\end{equation}
\begin{equation}
\mathcal R_{nm}=\sum_a\Big[\langle\eta_n^a|E|\Delta_m^a\rangle_a
+\langle\Delta_n^a|E|\eta_m^a\rangle_a\Big].
\label{remainder}
\end{equation}
The remainder vanishes if the smooth partial waves represent both smooth states inside every sphere, for then $\eta^a=0$. The PAW pair density is (\ref{balance}) without $\mathcal R$. With a finite set it is an approximation, and (\ref{remainder}) is its error for the reconstructed functions (\ref{paw}). If $\tilde\psi$ itself comes from an approximate calculation, that error is additional.

\section{The smooth part and the projections}

Expand the smooth states in plane waves,
\begin{equation}
\tilde\psi_{n\mathbf k}(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G'}
c_{n\mathbf k}(\mathbf G')e^{i(\mathbf k+\mathbf G')\cdot\mathbf r}.
\label{pw}
\end{equation}
In the first term of (\ref{balance}) the exponent is $i(-\mathbf k-\mathbf G'-\mathbf q-\mathbf G+\mathbf k+\mathbf q+\mathbf G'')\cdot\mathbf r$. The cell integral equals $\Omega$ when $\mathbf G''=\mathbf G'+\mathbf G$ and zero otherwise, so
\begin{equation}
\langle\tilde\psi_n|E|\tilde\psi_m\rangle=\sum_{\mathbf G'}
c_{n\mathbf k}^*(\mathbf G')\,c_{m,\mathbf k+\mathbf q}(\mathbf G'+\mathbf G).
\label{smooth}
\end{equation}
If $\mathbf k+\mathbf q$ is stored as $\mathbf k'+\mathbf G_0$ with $\mathbf k'$ in the first zone, the same function has $c_{m,\mathbf k+\mathbf q}(\mathbf G)=c_{m\mathbf k'}(\mathbf G+\mathbf G_0)$. The second argument in (\ref{smooth}) becomes $\mathbf G'+\mathbf G+\mathbf G_0$, while $\mathbf K$ and the projections stay the same.

\section{The one-centre integral}

Measure position from the nucleus by setting $\mathbf r=\mathbf R_a+\mathbf x$. Then $E=e^{-i\mathbf K\cdot\mathbf R_a}e^{-i\mathbf K\cdot\mathbf x}$. Take the partial waves real,
\begin{equation}
\phi_i(\mathbf x)=\phi_i(x)Y_{l_im_i}(\hat{\mathbf x}),\qquad
\tilde\phi_i(\mathbf x)=\tilde\phi_i(x)Y_{l_im_i}(\hat{\mathbf x}),
\end{equation}
with orthonormal real spherical harmonics. The bracket in (\ref{balance}) becomes $e^{-i\mathbf K\cdot\mathbf R_a}\sum_{ij}P_{ni}^*Q_{ij}(\mathbf K)P_{mj}$, where
\begin{equation}
Q_{ij}(\mathbf K)=\int_{x<r_c}e^{-i\mathbf K\cdot\mathbf x}
\big[\phi_i(\mathbf x)\phi_j(\mathbf x)-\tilde\phi_i(\mathbf x)\tilde\phi_j(\mathbf x)\big]d\mathbf x .
\label{Qdef}
\end{equation}

\subsection{The Rayleigh formula}

Let $\mu=\hat{\mathbf K}\cdot\hat{\mathbf x}$ and $t=Kx$. The function $e^{-it\mu}$ obeys the Helmholtz equation and is regular at the origin. In an expansion in Legendre polynomials $P_L(\mu)$, each radial coefficient therefore obeys the spherical Bessel equation and is regular, so it equals $a_Lj_L(t)$. The constant $a_L$ follows from the lowest power of $t$. The term of order $t^L$ in $e^{-it\mu}$ is $(-i)^Lt^L\mu^L/L!$. Since $P_L$ has leading coefficient $(2L-1)!!/L!$,
\begin{equation}
\mu^L=\frac{L!}{(2L-1)!!}P_L(\mu)+\text{lower polynomials}.
\end{equation}
The coefficient of $t^LP_L$ is thus $(-i)^L/(2L-1)!!$. With $j_L(t)\to t^L/(2L+1)!!$ this gives $a_L=(2L+1)(-i)^L$.

The sum $\sum_MY_{LM}(\hat{\mathbf K})Y_{LM}(\hat{\mathbf x})$ is unchanged when both directions are rotated together, because a rotation mixes the harmonics of one $L$ by an orthogonal matrix. As a function of $\hat{\mathbf x}$ it is a harmonic of degree $L$ symmetric about $\hat{\mathbf K}$, hence $C_LP_L(\mu)$. Setting $\hat{\mathbf x}=\hat{\mathbf K}$ and integrating over directions gives $2L+1=4\pi C_L$. Thus $(2L+1)P_L=4\pi\sum_MY_{LM}Y_{LM}$, and
\begin{equation}
e^{-i\mathbf K\cdot\mathbf x}=4\pi\sum_{LM}(-i)^Lj_L(Kx)
Y_{LM}(\hat{\mathbf K})Y_{LM}(\hat{\mathbf x}).
\label{rayleigh}
\end{equation}

\subsection{Separation of radius and angle}

Insert (\ref{rayleigh}) in (\ref{Qdef}), with $d\mathbf x=x^2dx\,d\hat{\mathbf x}$. Define the Gaunt coefficient and radial integral
\begin{equation}
\mathcal G^{LM}_{ij}=\int Y_{LM}Y_{l_im_i}Y_{l_jm_j}\,d\hat{\mathbf x},\qquad
J^L_{ij}(K)=\int_0^{r_c}x^2j_L(Kx)
\big[\phi_i(x)\phi_j(x)-\tilde\phi_i(x)\tilde\phi_j(x)\big]dx .
\label{parts}
\end{equation}
The result is
\begin{equation}
Q_{ij}(\mathbf K)=4\pi\sum_{LM}(-i)^LY_{LM}(\hat{\mathbf K})
\mathcal G^{LM}_{ij}J^L_{ij}(K),
\label{Q}
\end{equation}
and the PAW pair density is
\begin{equation}
\rho_{nm}(\mathbf K)=\sum_{\mathbf G'}c_{n\mathbf k}^*(\mathbf G')
c_{m,\mathbf k+\mathbf q}(\mathbf G'+\mathbf G)
+\sum_ae^{-i\mathbf K\cdot\mathbf R_a}\sum_{ij\in a}P_{ni}^*Q_{ij}(\mathbf K)P_{mj}.
\label{result}
\end{equation}

The sum over $L$ is finite. The product $Y_{l_im_i}Y_{l_jm_j}$ is a polynomial of degree $l_i+l_j$ on the unit sphere, so it contains no harmonic with $L>l_i+l_j$. The same argument with the three harmonics interchanged gives $L\ge|l_i-l_j|$. Under inversion the integrand of $\mathcal G$ acquires $(-1)^{L+l_i+l_j}$, so $L+l_i+l_j$ must be even. No truncation in $L$ is needed beyond these rules.

The projections follow from the complex conjugate of (\ref{rayleigh}). For $\tilde p_i(\mathbf x)=\tilde p_i(x)Y_{l_im_i}$ and $\boldsymbol\kappa=\mathbf k+\mathbf G'$,
\begin{equation}
P_{ni}=\frac{4\pi i^{l_i}}{\sqrt\Omega}\sum_{\mathbf G'}c_{n\mathbf k}(\mathbf G')
e^{i\boldsymbol\kappa\cdot\mathbf R_a}Y_{l_im_i}(\hat{\boldsymbol\kappa})
\int_0^{r_c}x^2\tilde p_i(x)j_{l_i}(\kappa x)\,dx .
\label{projection}
\end{equation}

\subsection{Two explicit elements}

Let $\cos\theta=K_z/K$. For an $s$ and a $p_z$ wave, $Y_{00}=1/\sqrt{4\pi}$ leaves only $L=1$, $M=0$, with $\mathcal G=1/\sqrt{4\pi}$. Since $Y_{10}(\hat{\mathbf K})=\sqrt{3/4\pi}\cos\theta$,
\begin{equation}
Q_{s,p_z}=-i\sqrt3\,\cos\theta\,J^1_{s,p_z}(K).
\label{sp}
\end{equation}
For two $p_z$ waves,
\begin{equation}
Y_{10}^2=\frac{3\cos^2\theta}{4\pi}=\frac{1+2P_2(\cos\theta)}{4\pi}
=\frac{Y_{00}}{\sqrt{4\pi}}+\frac{Y_{20}}{\sqrt{5\pi}},
\end{equation}
so the Gaunt coefficients are $1/\sqrt{4\pi}$ and $1/\sqrt{5\pi}$. The $L=0$ term of (\ref{Q}) is $J^0$. The $L=2$ term is $-4\pi\sqrt{5/4\pi}\,P_2J^2/\sqrt{5\pi}=-2P_2J^2$. Hence
\begin{equation}
Q_{p_z,p_z}=J^0_{p_z,p_z}(K)-(3\cos^2\theta-1)J^2_{p_z,p_z}(K).
\label{pp}
\end{equation}

\section{Long wavelengths}

Expanding the exponential in (\ref{Qdef}) gives
\begin{equation}
Q_{ij}(\mathbf K)=\Delta S_{ij}-i\mathbf K\cdot\Delta\mathbf d_{ij}+O(K^2),
\label{smallK}
\end{equation}
where $\Delta S_{ij}$ and $\Delta\mathbf d_{ij}$ are the integrals of $\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$ with weights $1$ and $\mathbf x$. At $\mathbf K=0$, (\ref{result}) becomes
\begin{equation}
\rho_{nm}(0)=\langle\tilde\psi_n|\tilde\psi_m\rangle
+\sum_a\sum_{ij\in a}P_{ni}^*\Delta S_{ij}P_{mj}=\delta_{nm},
\label{norm}
\end{equation}
which is the PAW orthonormality condition at one $\mathbf k$. The smooth states alone are in general not orthonormal.

This matters for small $\mathbf q$ at $\mathbf G=0$. For a local potential, the Hamiltonian for the periodic factor $u=e^{-i\mathbf k\cdot\mathbf r}\psi$ changes by $\mathbf q\cdot(\mathbf p+\mathbf k)$ to first order when $\mathbf k\to\mathbf k+\mathbf q$. Perturbation theory for non-degenerate $n\ne m$ then gives
\begin{equation}
\rho_{nm}(\mathbf q)=\langle u_{n\mathbf k}|u_{m,\mathbf k+\mathbf q}\rangle
=\frac{\mathbf q\cdot\langle\psi_{n\mathbf k}|\mathbf p|\psi_{m\mathbf k}\rangle}
{\varepsilon_{m\mathbf k}-\varepsilon_{n\mathbf k}}+O(q^2).
\end{equation}
The true pair density vanishes linearly, so $4\pi|\rho_{nm}|^2/q^2$, its square weighted by the Coulomb interaction, stays finite. A constant error $\delta$ in $\rho_{nm}$ would instead add $4\pi\big[|\delta|^2+2\,\mathrm{Re}(\rho_{nm}^*\delta)\big]/q^2$. The cross term grows as $1/q$ and can have either sign; the term $4\pi|\delta|^2/q^2$ dominates as $q\to0$. The overlap differences used in the eigenvalue problem and in $Q_{ij}(0)$ must therefore agree. The dipole term of (\ref{smallK}) is only one part of the linear coefficient, because the smooth states and the projections also change with $\mathbf q$.

\section{A lattice with an independent reference}

Consider a simple cubic lattice of side $4$ bohr with one site per cell at $\mathbf R=(0.7,0.4,1.1)$ bohr. Around the site the potential is
\begin{equation}
v(x)=-8\,(1-x^2/r_c^2)^2\ \text{hartree for }x<r_c=1.2\ \text{bohr},
\end{equation}
and zero outside the spheres. These are model parameters. The well is smooth enough for its true Bloch states to be found directly in plane waves, which supplies $\rho_{nm}$ from (\ref{def}) without PAW. Raising the cutoff wave number from $9$ to $10$ bohr$^{-1}$ changes the lowest two energies at $\mathbf k$ by at most $8\times10^{-6}$ hartree. The reference pair densities below, computed at cutoff $10$, still change by up to $1.4\times10^{-5}$ when the cutoff is raised to $12$ bohr$^{-1}$, so their fifth decimal is uncertain.

For the PAW calculation, $\phi_i$ is the regular solution in the well at a chosen energy, for $l=0$ to $3$, positive near the nucleus and normalised so that $\int_0^{r_c}x^2\phi_i(x)^2dx=1$. The values of $J^L_{ij}$ and $Q_{ij}$ depend on this choice; $\rho_{nm}$ does not, because the projections scale inversely. Writing $\phi_i(x)=x^lF(x^2)$, the smooth wave is $x^l$ times the second-order Taylor polynomial of $F$ about $x^2=r_c^2$. The difference then vanishes as $(x^2-r_c^2)^3$ at the sphere. The projectors are the combinations of the $\tilde\phi_j$ inside the sphere that satisfy $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. Applying the one-centre replacement to the Hamiltonian and to unity, with zero smooth potential, gives
\begin{equation}
\Big[-\tfrac12\nabla^2+\sum_{ij}|\tilde p_i\rangle\Delta H_{ij}\langle\tilde p_j|\Big]\tilde\psi
=\varepsilon\Big[1+\sum_{ij}|\tilde p_i\rangle\Delta S_{ij}\langle\tilde p_j|\Big]\tilde\psi ,
\end{equation}
with $\Delta H_{ij}=\langle\phi_i|{-\tfrac12\nabla^2}+v|\phi_j\rangle_a-\langle\tilde\phi_i|{-\tfrac12\nabla^2}|\tilde\phi_j\rangle_a$.

Take $\mathbf k=(0.10,0.20,0.30)$ and $\mathbf q=(0.25,0,0)$ in units of $2\pi/\text{side}=1.5708$ bohr$^{-1}$. The smooth states use the same cutoff as the reference, $10$ bohr$^{-1}$. With partial waves at $-1.8$, $0$ and $0.8$ hartree, the first band at $\mathbf k$ lies at $-1.8599$ hartree (reference $-1.8601$; the PAW value also becomes $-1.8601$ at cutoff $18$) and the second at $\mathbf k+\mathbf q$ at $0.3269$ hartree (reference $0.3269$). For the first band the two terms of (\ref{norm}) are $0.515$ and $0.485$: nearly half of the norm is supplied by the correction.

For $\mathbf G=(1,1,1)$, $K=2.965$ bohr$^{-1}$ and $\cos\theta=0.5298$. The partial waves at the first energy have $J^1_{s,p_z}=0.07372$, so (\ref{sp}) gives
\begin{equation}
Q_{s,p_z}=-i(1.7321)(0.5298)(0.07372)=-0.0677\,i .
\end{equation}
With $J^0_{p_z,p_z}=0.03422$, $J^2_{p_z,p_z}=0.01530$ and $3\cos^2\theta-1=-0.1579$, (\ref{pp}) gives
\begin{equation}
Q_{p_z,p_z}=0.03422+(0.1579)(0.01530)=0.0366 .
\end{equation}
At this $\mathbf K$, every element of (\ref{Q}) was tested against three-dimensional quadrature of (\ref{Qdef}) with the exponential left unexpanded.

The well is even about its site, so the plane-wave coefficients can be chosen as $e^{-i\mathbf G\cdot\mathbf R}$ times real numbers. By (\ref{smooth}), $e^{i\mathbf G\cdot\mathbf R}\rho_{nm}$ is then real. The free phases of the eigenstates leave one phase common to all $\mathbf G$, which is matched to the reference. For $\mathbf G=(g,0,0)$ the values are:
\begin{center}
\begin{tabular}{rrrrr}
$g$ & smooth & correction & sum & reference\\
0 & $-0.12994$ & $0.05661$ & $-0.07333$ & $-0.07334$\\
1 & $-0.13230$ & $0.01665$ & $-0.11565$ & $-0.11570$\\
2 & $-0.04973$ & $-0.00915$ & $-0.05887$ & $-0.05893$\\
3 & $-0.01180$ & $-0.01489$ & $-0.02669$ & $-0.02673$\\
4 & $-0.00034$ & $-0.00929$ & $-0.00962$ & $-0.00964$\\
5 & $0.00055$ & $-0.00312$ & $-0.00257$ & $-0.00261$
\end{tabular}
\end{center}
Sums are formed before rounding. The PAW columns are not converged in the plane-wave cutoff to the last digit: raising it to $18$ bohr$^{-1}$ moves the smooth column by up to $9\times10^{-5}$ and the correction by up to $5\times10^{-5}$. At $g=0$ the smooth part is too large in magnitude by a factor $0.1299/0.0733=1.77$. At $g=4$ it has almost vanished, and the correction supplies nearly all of the pair density. At $g=5$ it has the wrong sign. The correction is therefore needed at both ends of this range, and its own sign changes between $g=1$ and $g=2$.

Over 31 vectors $\mathbf G$, the largest absolute error of the smooth part alone is $0.10$. The full formula reduces it to $6.5\times10^{-5}$, to be compared with $0.26$, the largest reference magnitude over these vectors ($0.116$ among those in the table). With only the first two energies per $l$ the error is $5.1\times10^{-4}$. The remainder (\ref{remainder}) at $\mathbf G=(1,1,1)$ falls from $2.0\times10^{-4}$ to $3.6\times10^{-6}$ when the third energy is added. That vector is a favourable case: the largest remainder over the 31 vectors falls from $5.2\times10^{-4}$ to $6.2\times10^{-5}$, similar in size to the total errors. The remainder does not account for the error vector by vector, however. Adding it to (\ref{result}) gives the exact pair density of the reconstructed functions, and this still differs from the reference by up to $7.4\times10^{-4}$ with two energies and $1.0\times10^{-4}$ with three, because the smooth states are themselves approximate. With two energies the finite set in the eigenvalue problem is the main limit: raising the PAW cutoff to $18$ bohr$^{-1}$ lowers the difference only to $7.0\times10^{-4}$. With three energies most of the error at cutoff $10$ is plane-wave truncation of the smooth states. At cutoff $18$, against a reference at cutoff $16$, the difference falls to $1.0\times10^{-5}$, the error of the full formula to $1.5\times10^{-5}$ and the largest remainder to $5.2\times10^{-6}$. For these two low bands the numerical check shows that both errors, the remainder and the error of the states, fall when the set goes from two to three energies per $l$. Three is the limit of this construction, since the smooth waves of one $l$ are $x^l$ times a quadratic polynomial in $x^2$ and a fourth would be linearly dependent on the others. It does not establish that the same set suffices for high empty bands, whose smooth states can have other shapes inside the spheres; there both the remainder and the accuracy of the smooth states themselves must be examined again.

\section*{Calculated quantities}
\begin{verbatim}
cubic cell side: 4.0 bohr; sphere radius: 1.2 bohr
well depth: 8.0 hartree
site R: [0.7 0.4 1.1] bohr
k: [0.1 0.2 0.3]  q: [0.25 0.   0.  ] (units of 2pi/side)
2pi/side: 1.57080 1/bohr; cutoff wave number: 10.0 1/bohr
plane waves at k: 1080
partial-wave energies: (-1.8, 0.0, 0.8) hartree; l = 0 to 3
reference energy change, cutoff 9 to 10: 8.0e-06 hartree
band 1 at k: reference -1.86006, PAW -1.85989 hartree
band 2 at k+q: reference 0.32687, PAW 0.32691 hartree
norm of band 1: smooth 0.51487, correction 0.48513
Elements of Q at G = (1,1,1), partial waves at the first energy:
  |K| = 2.96481 1/bohr, cos(theta) = 0.52981
  Gaunt (20;10;10) = 0.252313
  s-pz: J1 = 0.073721, Im Q = -0.067651 (dimensionless)
  pz-pz: J0 = 0.034224, J2 = 0.015303 (dimensionless)
  pz-pz: Re Q = 0.036640 (dimensionless)
  largest deviation of any Q from 3D quadrature: 2.4e-15
  small-K deviation at |K| = 0.001 1/bohr: 2.7e-08
Pair density, band 1 to band 2, times exp(iG.R), real part, dimensionless
G=(g,0,0): g, |K| in 1/bohr, smooth, correction, sum, reference
  0 0.3927  -0.12994   0.05661  -0.07333  -0.07334
  1 1.9635  -0.13230   0.01665  -0.11565  -0.11570
  2 3.5343  -0.04973  -0.00915  -0.05887  -0.05893
  3 5.1051  -0.01180  -0.01489  -0.02669  -0.02673
  4 6.6759  -0.00034  -0.00929  -0.00962  -0.00964
  5 8.2467   0.00055  -0.00312  -0.00257  -0.00261
Largest error over 31 G vectors (dimensionless):
  smooth part alone, 3 energies per l: 0.10250
  full formula, 2 energies per l: 0.000506
  full formula, 3 energies per l: 0.000065
Size of the incompleteness remainder at G = (1,1,1) (dimensionless):
  2 energies per l: 2.01e-04
  3 energies per l: 3.57e-06
\end{verbatim}
